Kissinger relation for first-order defect annealing in a linear temperature ramp

**The problem**

A crystal contains N₀ mobile point defects per unit volume, left by implantation. It is heated at a constant rate β > 0,

T(t) = T₀ + βt,

and the defects disappear as they move and are captured at traps. The loss rate is small at first because the defects hardly move, and small at the end because few are left. Between these limits it has a peak. The task is to find what the position of that peak says about the activation energy, and how far the answer can be trusted.

The numerical example uses rough typical values for divacancies in oxygen-containing silicon: activation energy E = 1.3 eV, attempt frequency 10¹³ s⁻¹, and 10⁴ jumps on average before capture. The ramps are 2, 5, 10, 20 and 40 K/min. Energies are in eV, temperatures in K and times in s, with k_B = 8.617333 × 10⁻⁵ eV/K. In logarithms, β stands for its numerical value in K/s and T for its value in K.

**(a) Set up the rate equation and find the condition for the loss rate to be greatest, for any rate constant k(T).**

A defect jumps at the attempt frequency multiplied by the Boltzmann factor exp(−E/k_BT). If it needs M jumps on average to reach a trap, its probability of capture per unit time is

k(T) = ν exp(−E/k_BT), ν = (attempt frequency)/M.

For the example, ν = 10¹³/10⁴ = 10⁹ s⁻¹. We assume that traps far outnumber defects, so that captures leave M unchanged, and that captured defects are not released. Each defect then has the same chance of capture, whatever the number of others:

dN/dt = −kN.

This is first-order kinetics. The loss rate is R = −dN/dt = kN. Both factors depend on time, k through the temperature, so the product rule gives

dR/dt = (dk/dT)(dT/dt)N + k(dN/dt).

Put dT/dt = β and dN/dt = −kN:

dR/dt = N(β dk/dT − k²).

Since N > 0 at any finite time, a peak inside the ramp requires

β dk/dT = k².

Dividing by k gives β d(ln k)/dT = k. The left side is the rate at which ln k grows through heating; the right side is the fractional rate at which the population decays. At the peak the two are equal. The initial density N₀ has dropped out.

**(b) Apply this to the activated rate constant with constant ν and E. Show that there is at most one peak, and state when there is none.**

Differentiate the exponent: d(−E/k_BT)/dT = +E/(k_BT²). Hence

dk/dT = kE/(k_BT²).

Insert this in the peak condition and divide by k, which is positive:

βE/(k_BT_m²) = ν exp(−E/k_BT_m).

This is the Kissinger relation between the ramp rate β, the temperature T_m of greatest loss rate, and E. No approximation has been made beyond the assumptions of the model.

To see that the root is unique, write the derivative of R with a common factor outside:

dR/dt = (Nk/T²)(βE/k_B − kT²).

The factor outside the last bracket is positive. Inside it, βE/k_B is constant, while kT² rises steadily with T, from zero as T → 0 to arbitrarily large values. The bracket therefore changes sign once, from plus to minus, at T_m. The loss rate rises below T_m and falls above it, so the root is a maximum.

If the ramp starts below T_m, the starting temperature does not matter. Defects lost earlier change the height of the peak but not its position. Numerical integration of the rate equation at 10 K/min gives T_m = 588.197 K both for a start at 300 K and for a start at 558.2 K. If the ramp starts above T_m, the bracket is negative from the outset, the loss rate is greatest at the first instant, and the relation cannot be applied to that instant.

**(c) How can E be found from several ramps when ν is unknown? What happens if ln β, rather than ln(β/T_m²), is plotted against 1/T_m?**

Take the logarithm of the Kissinger relation:

ln(β/T_m²) + ln(E/k_B) = ln ν − E/(k_BT_m).

Move the constant to the right:

ln(β/T_m²) = ln(νk_B/E) − E/(k_BT_m).

With X = 1/T_m and Y = ln(β/T_m²), this is a straight line of slope −E/k_B and intercept ln(νk_B/E). The slope gives E without knowledge of ν, and the intercept then gives ν. Subtracting the equations for two ramps removes the intercept:

Y₂ − Y₁ = (E/k_B)(X₁ − X₂),

E = k_B(Y₂ − Y₁)/(1/T₁ − 1/T₂).

For the other plot, note that ln β = Y + 2 ln T_m = Y − 2 ln X. Its slope is

d(ln β)/dX = −E/k_B − 2/X = −(E + 2k_BT_m)/k_B.

An energy read from this slope is too large by 2k_BT_m. At 587.22 K, the harmonic mean of the five peak temperatures in the example, the excess is 0.101 eV and the expected reading is 1.401 eV. A line fitted to ln β for the five ramps does give 1.401 eV, nearly 8% above the true 1.3 eV. The factor T_m² in the Kissinger plot removes this error.

**(d) Solve for T_m when E, ν and β are given, and find how far the peak moves when the ramp rate is doubled.**

The unknown appears both in a power and in an exponent. Let x = E/(k_BT_m), so that T_m = E/(k_Bx). The left side of the Kissinger relation becomes

βE/(k_BT_m²) = (βE/k_B)(k_B²x²/E²) = βk_Bx²/E.

Setting this equal to ν exp(−x) and rearranging gives

x² exp(x) = νE/(βk_B).

Take the positive square root and halve both sides:

(x/2) exp(x/2) = ½√(νE/(βk_B)).

The Lambert function W(z) is defined for positive z as the positive solution of W exp(W) = z. Therefore

x = 2W(½√(νE/(βk_B))), T_m = E/(k_Bx).

At 10 K/min, β = 0.16667 K/s. Then

νE/(βk_B) = 10⁹ × 1.3/(0.16667 × 8.617333 × 10⁻⁵) = 9.05 × 10¹³.

Half the square root is 4.76 × 10⁶, for which W = 12.824. So x = 25.648 and

T_m = 1.3/(8.617333 × 10⁻⁵ × 25.648) = 588.2 K = 315.0 °C.

The rate constant at the peak is k = βx/T_m = 0.0073 s⁻¹, so a defect would have a mean lifetime 1/k of about 140 s if the temperature were held there. In the ramp the sample warms by β/k = T_m/x, or about 23 K, in that time. The rate constant grows meanwhile, so the remaining defects survive for a shorter time on average.

For the shift, differentiate ln β = 2 ln T_m − E/(k_BT_m) + constant:

d(ln β)/d(ln T_m) = 2 + x,

dT_m/d(ln β) = T_m/(x + 2).

At the middle ramp this is 588.2/27.65 = 21.3 K for each unit of ln β. Doubling β changes ln β by 0.693 and so raises T_m by about 14.7 K. The full solution gives 14.4 K from 5 to 10 K/min and 15.1 K from 10 to 20 K/min. A faster ramp leaves less time at each temperature, so the defects survive to higher temperatures.

**(e) What fraction of the defects is still present at the peak?**

Change the variable in the rate equation from time to temperature: dN/dT = −kN/β. Integration gives

N(T)/N₀ = exp(−θ), θ(T) = (1/β)∫k dT′ from T₀ to T.

For a cold start the lower limit can be replaced by zero. In the example, k at 300 K is smaller than at the middle peak by a factor of order 10⁻¹¹, so the added piece is negligible.

Put y = E/(k_BT′), so that dT′ = −E dy/(k_By²). The limits 0 and T become ∞ and x = E/(k_BT), and the minus sign reverses them:

θ = (νE/(βk_B)) ∫ exp(−y)/y² dy from x to ∞.

Integrate by parts, integrating 1/y² to −1/y. The boundary term is exp(−x)/x, and the remaining integral is the exponential integral E₁(x) = ∫exp(−y)/y dy from x to ∞:

θ = (νE/(βk_B)) [exp(−x)/x − E₁(x)].

Use ν exp(−x) = k and E/k_B = (k_BT²/E)x². This gives, at any temperature,

θ = (k k_BT²/(βE)) s(x), s(x) = x − x² exp(x)E₁(x).

At T_m the first factor is 1 by the Kissinger relation. The surviving fraction is therefore

N(T_m)/N₀ = exp(−s).

For large x, repeated integration by parts gives

E₁(x) ≈ exp(−x)(1/x − 1/x² + 2/x³ − 6/x⁴),

and hence

s ≈ 1 − 2/x + 6/x².

In the limit of large x the fraction tends to 1/e = 0.368. For the middle ramp, s ≈ 1 − 0.0780 + 0.0091 = 0.931, which gives 0.394. The formula with E₁ gives 0.3946, in agreement with the integrated rate equation. About 60% of the defects have gone when the loss rate is greatest.

**(f) The rate equation has been integrated for the five ramps, and each peak located without using the Kissinger relation. Recover E and ν from the end and middle ramps below. How sensitive is E to a reading error?**

2 K/min: T_m = 555.8 K, 1000/T_m = 1.79928 K⁻¹, Y = −16.0419
10 K/min: T_m = 588.2 K, 1000/T_m = 1.70011 K⁻¹, Y = −14.5459
40 K/min: T_m = 619.2 K, 1000/T_m = 1.61502 K⁻¹, Y = −13.2623

From the two end ramps,

Y₂ − Y₁ = −13.2623 + 16.0419 = 2.7796,

1/T₁ − 1/T₂ = (1.79928 − 1.61502) × 10⁻³ = 1.8426 × 10⁻⁴ K⁻¹,

E = 8.617333 × 10⁻⁵ × 2.7796/(1.8426 × 10⁻⁴) = 1.300 eV.

For the prefactor, the middle ramp gives the intercept

Y + E/(k_BT_m) = −14.546 + 25.648 = 11.102.

Then ν = (E/k_B) exp(11.102) = 1.00 × 10⁹ s⁻¹. A line through all five points returns the same E and ν to this accuracy. These are the values put into the rate equation, so the result tests the relation, not the silicon parameters.

Now let the peak of the fastest ramp be read 1 K too high, with the slowest one correct. The two-ramp formula gives 1.280 eV, an error of −0.020 eV or −1.5%. The error is much larger than the relative error of the temperature, because E depends on the separation of the peaks, here only 63 K.

The prefactor suffers more. At a fixed middle peak, the Kissinger relation gives

ln ν = ln(βE/(k_BT_m²)) + E/(k_BT_m),

d(ln ν)/dE = 1/E + 1/(k_BT_m).

With k_BT_m = 0.0507 eV this derivative is 20.5 eV⁻¹. An error of 0.020 eV in E therefore changes ν by a factor of about 1.5.

**(g) Suppose that each trap can hold one defect and that the traps are not in great excess. Does a straight Kissinger plot prove first-order kinetics?**

Let S be the initial density of empty traps, n = N/N₀ and r = N₀/S ≤ 1. After N₀ − N captures the fraction of traps still empty is 1 − r(1 − n). Capture slows in this proportion:

dn/dt = −kn[1 − r(1 − n)],

where k is the rate constant with all traps empty. We keep S, and therefore k, fixed while r changes. For r → 0 the first-order equation returns. The opposite limit, r = 1, has as many defects as traps and is second order:

dn/dt = −kn².

The loss rate is now proportional to kn². Its derivative vanishes when

(βE/(k_BT²))kn² + 2kn(−kn²) = 0,

βE/(k_BT²) = 2kn.

To find n, integrate the second-order equation: 1/n = 1 + θ. At the peak, k k_BT²/(βE) = 1/(2n), so part (e) gives θ = s/(2n). Thus

1/n = 1 + s/(2n).

Multiply by n and solve:

n = 1 − s/2 ≈ ½ + 1/x.

Substitution in the peak condition gives βE/(k_BT²) = k(2 − s), or

ln(β/T²) = ln(νk_B/E) − E/(k_BT) + ln(2 − s).

The only change from the Kissinger line is the last term, which is about 2/x = 2k_BT/E. It is small and varies slowly. To leading order it raises the apparent energy by 2(k_BT)²/E, about 0.004 eV here. Fitting the peaks of the integrated second-order equation gives 1.303 eV, a rise of 0.003 eV. At 10 K/min the peak moves down by just 1.4 K.

So a nearly straight plot with nearly the right slope does not prove first order. If all defects have the same barrier, the surviving fraction at the peak separates the two limits: 0.395 for first order and 0.535 for second order at the middle ramp. A spread of barriers also raises the first-order fraction, so an intermediate value alone does not identify the order. For r = 0.01 the peak moves by less than 0.1 K and the fitted energy remains 1.300 eV, so a hundredfold excess of traps is ample for this purpose.

**(h) Which other assumptions matter for a real sample, and by how much do they move the fitted energy?**

*Temperature-dependent prefactor.* Suppose that ν is proportional to T. Then ln k contains an extra ln T, and

d(ln k)/dT = E/(k_BT²) + 1/T = (E + k_BT)/(k_BT²).

The general condition β d(ln k)/dT = k becomes

ln(β/T²) = ln k − ln((E + k_BT)/k_B).

Differentiate with respect to X = 1/T, using d/dX = −T² d/dT:

dY/dX = −(E + k_BT)/k_B + k_BT²/(E + k_BT).

Multiplication by −k_B gives the apparent energy:

E_app = E + k_BT − (k_BT)²/(E + k_BT).

At 587.22 K this is 1.3 + 0.0506 − 0.0019 = 1.349 eV, as is the fit to integrated peaks.

*Thermal lag.* Let the sample follow the heater according to τ dT_s/dt = T_h − T_s. After the initial transient both temperatures rise at the rate β, so

T_h − T_s = βτ.

A thermometer on the heater therefore reads too high by βτ. For τ = 5 s the offset is 0.17 K in the slowest ramp and 3.3 K in the fastest. The measured peaks are spread too far apart, and the fitted energy falls to 1.243 eV, 4.4% below the true value. A lag this short compared with the minutes taken to cross the peak still matters, because the offset grows with β.

*Unequal barriers.* Damage can put defects in different surroundings. For a Gaussian distribution of barriers with mean 1.3 eV and standard deviation 0.02 eV, each subpopulation decaying independently, the fitted energy is 1.294 eV and the middle peak lies 1.5 K lower. This model lets each defect keep one barrier for all its jumps. It therefore applies only when the surroundings are uniform over the distance travelled before capture, a few tens of nanometres for 10⁴ jumps. Disorder on a shorter scale is sampled along the path and is not described by it.

*A second way to disappear.* Divacancies may also dissociate. With a rough barrier of 1.9 eV and prefactor of 10¹³ s⁻¹, dissociation supplies 3.5% of the total rate constant at the peak of the slowest ramp and 11% at that of the fastest. The fitted energy is 1.323 eV, which belongs to neither process alone.

Reported annealing temperatures of divacancies in silicon are roughly 200–350 °C, depending on oxygen content and annealing time. They come mostly from holds at fixed temperature, which are not the same quantity as a ramp peak: the model's ramp peaks lie between 283 and 346 °C, while in a 30-minute hold it loses half its defects at about 255 °C. This agreement in rough size does not establish E or ν, since a higher barrier with a larger prefactor can give the same peak at one ramp rate. The prefactor also depends on the density of traps and so varies between samples. In a heavily implanted layer, defects may locally be as numerous as traps, barriers may vary, and captured defects may be released; release lies outside the equations used here. Of the effects sized for this example, the assumed 5 s lag moves the fitted energy most, by −0.057 eV, followed by the T-proportional prefactor, by +0.049 eV. Each was evaluated with the others absent. The ranking depends on the assumed sizes, and the shifts need not simply add. Slower ramps reduce the lag error, provided that the loss rate can still be measured. The numerical output lists the peak temperatures and surviving fractions of the basic first-order model for all five ramps.

Table of computed values

```
Boltzmann constant: 8.617333e-05 eV/K
input activation energy: 1.300 eV
attempt frequency: 1.0e+13 1/s; jumps to capture: 1.0e+04
input prefactor nu: 1.000e+09 1/s
ramp 2 K/min = 0.03333 K/s:
  Tm formula 555.778 K, integrated 555.778 K
  x 27.144, 1000/Tm 1.79928 1/K, ln(ramp/Tm^2) -16.0419
  surviving fraction at peak: integrated 0.3932, formula 0.3932, series 0.3928
ramp 5 K/min = 0.08333 K/s:
  Tm formula 573.799 K, integrated 573.799 K
  x 26.291, 1000/Tm 1.74277 1/K, ln(ramp/Tm^2) -15.1895
  surviving fraction at peak: integrated 0.3940, formula 0.3940, series 0.3935
ramp 10 K/min = 0.16667 K/s:
  Tm formula 588.197 K, integrated 588.197 K
  x 25.648, 1000/Tm 1.70011 1/K, ln(ramp/Tm^2) -14.5459
  surviving fraction at peak: integrated 0.3946, formula 0.3946, series 0.3941
ramp 20 K/min = 0.33333 K/s:
  Tm formula 603.309 K, integrated 603.309 K
  x 25.005, 1000/Tm 1.65753 1/K, ln(ramp/Tm^2) -13.9035
  surviving fraction at peak: integrated 0.3952, formula 0.3952, series 0.3947
ramp 40 K/min = 0.66667 K/s:
  Tm formula 619.186 K, integrated 619.186 K
  x 24.364, 1000/Tm 1.61502 1/K, ln(ramp/Tm^2) -13.2623
  surviving fraction at peak: integrated 0.3959, formula 0.3959, series 0.3953
middle-ramp Tm: 315.0 deg C
start at 558.2 K instead of 300 K: Tm 588.197 K
Kissinger plot: E 1.3000 eV, nu 9.999e+08 1/s
two end ramps only: E 1.3000 eV
top peak misread by +1 K: E 1.2804 eV
plot of ln(ramp) alone: 1.4010 eV, E+2kT gives 1.4012 eV
harmonic mean peak temperature: 587.22 K
prefactor proportional to T: apparent E 1.3487 eV, formula 1.3487 eV
thermal lag 5 s: apparent E 1.2427 eV
  offset at slowest, fastest ramp: 0.167, 3.333 K
  fastest ramp, heater at peak: integrated 622.520 K, Tm+ramp*lag 622.519 K
barrier spread 0.020 eV: apparent E 1.2940 eV
  middle-ramp peak shift -1.535 K; quadrature change 1.4e-11 K
dissociation channel 1.9 eV, 1.0e+13 1/s: apparent E 1.3232 eV
  its share of k at peak, slowest to fastest ramp: 0.0347 to 0.1126
  middle-ramp peak shift -0.818 K
defect/trap ratio 0.01: apparent E 1.3000 eV
  middle ramp: peak shift 0.045 K, surviving fraction 0.3951
defect/trap ratio 1: apparent E 1.3030 eV
  middle ramp: peak shift -1.434 K, surviving fraction 0.5350
second-order surviving fraction, formula: 0.5350
```
